# Does a Born charge above the nominal valence mean extra ionicity?

## Question

In oxides considered for high-k gate stacks, the Born effective charge of the metal can exceed its nominal valence. The Born charge is the dipole produced per unit displacement of an ion. If a cation of nominal charge $+2$ produces the dipole of a charge of about $+3$, it seems to have lost more electrons than its valence allows, so the crystal would be more ionic than the fully ionic picture. Is that the right reading? If not, where does the extra charge come from, and which charge belongs in the ionic part of the permittivity? I would like a model in which every step can be followed.

## Answer

No. The Born charge is the derivative of a dipole, whereas ionicity concerns how electrons are distributed at rest. The two differ when a displacement drives electrons through the bonds. A chain with two orbitals per cell shows this.

### The model and its static charge

Let the period be $a$. Each cell has a cation orbital of energy $+D$ and an anion orbital of energy $-D$, with $D>0$. At rest all bonds have length $d_0=a/2$. The hopping depends on bond length as

$$t(d)=t\,(d_0/d)^n ,\qquad t>0,\ n\ge 0 .$$

If the anion orbital is a p orbital, its two hoppings have opposite signs. Reversing the signs of both orbitals in every second cell makes them equal without changing populations or charge centres, so I take both positive.

Two electrons per cell fill the lower band. Charges are in units of $e>0$, so an electron has charge $-1$. The core charges are $Z_{\rm nom}$ on the cation and $2-Z_{\rm nom}$ on the anion. With both electrons on the anion, the ions would carry $\pm Z_{\rm nom}$, which defines the nominal valence. The orbitals are orthogonal and move with their atoms, the position operator is diagonal in them, and the electrons are independent.

At rest the cation–anion element of the Bloch Hamiltonian is $g_0=2t\cos(ka/2)$. The bands are $\pm E$, with

$$E=\sqrt{D^2+4t^2\cos^2(ka/2)},$$

and the gap is $2D$. Write $D=E\cos\chi$ and $g_0=E\sin\chi$. With components ordered (cation, anion), the lower and upper states are

$$b_-=(-\sin\tfrac{\chi}{2},\cos\tfrac{\chi}{2}),\qquad b_+=(\cos\tfrac{\chi}{2},\sin\tfrac{\chi}{2}).$$

The cation weight in $b_-$ is $\sin^2(\chi/2)=(1-D/E)/2$. Let $\langle\cdot\rangle$ be the average over the Brillouin zone. Two electrons put $1-\langle D/E\rangle$ on the cation, so its static charge is

$$Q=Z_{\rm nom}-(1-s),\qquad s=\langle D/E\rangle\le 1 .$$

Hybridisation thus lowers the static charge below the nominal one. A static charge depends on how electrons are assigned to atoms; here it means the orbital population.

### The dipole of a displaced chain

Move all cations right by $u$, keeping the anions fixed and the macroscopic field zero. The right and left bonds of a cation become $d_0-u$ and $d_0+u$, with hoppings $t_1$ and $t_2$. The dipole per cell is that of the cores minus $2x_w$, where $x_w$ is the centre of the Wannier function of the filled band. It is defined up to lattice translations, which drop out of its derivative.

Let $c_j(k)$ be the Bloch amplitudes with phases $e^{ik(R+x_j)}$. The Wannier amplitude on orbital $j$ in cell $R$ is the zone average of $e^{ik(R+x_j)}c_j(k)$. Multiplication by $R+x_j$ equals $-i\partial_k$ acting on the exponential. Integration by parts moves it onto $c_j$ as $+i\partial_k$, so

$$x_w=\langle i\,c^\dagger\partial_k c\rangle .$$

Now refer the phases to the rest positions: $c_{\rm cat}=e^{-iku}b_{\rm cat}$ and $c_{\rm an}=b_{\rm an}$. Differentiating the exponential gives

$$x_w=u\,\langle|b_{\rm cat}|^2\rangle+X,\qquad X=\langle i\,b^\dagger\partial_k b\rangle .$$

The first term is charge carried rigidly with the cation orbital; the second is charge moving between orbitals. At $u=0$, twice the derivative of the first is the cation population. Hence

$$Z^*=Z_{\rm nom}-(1-s)-2\frac{dX}{du}=Q-2\frac{dX}{du}.$$

### The charge driven through the bonds

To first order in $u$,

$$t_{1,2}=t\pm\delta,\qquad \delta=\frac{nt}{d_0}u=\frac{2nt}{a}u .$$

The cation–anion element is now $t_1e^{ika/2}+t_2e^{-ika/2}$, so it changes by $2i\delta S$, with $S=\sin(ka/2)$. The perturbation per unit $\delta$ is

$$H'=2iS\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad H'b_-=2iS\,b_+ .$$

First-order perturbation theory, with energy denominator $-E-E=-2E$, gives

$$\partial_\delta b=-\frac{iS}{E}\,b_+ .$$

Along $k$, differentiation of $b_-$ gives $\partial_k b=-\tfrac12\chi'b_+$, where $\chi'=d\chi/dk$. From $\tan\chi=2t\cos(ka/2)/D$,

$$\chi'=\cos^2\!\chi\left(-\frac{taS}{D}\right)=-\frac{taDS}{E^2}.$$

Differentiate $X$ with respect to $\delta$ and integrate the term containing $\partial_k\partial_\delta b$ by parts. The boundary term involves $b^\dagger\partial_\delta b$, which vanishes because $\partial_\delta b$ is proportional to $b_+$. The real vector $b_-$ closes across the zone up to a sign independent of $u$, which shifts $X$ by a constant. Therefore

$$\frac{dX}{d\delta}=\left\langle i\left[(\partial_\delta b)^\dagger\partial_k b-(\partial_k b)^\dagger\partial_\delta b\right]\right\rangle .$$

The two products are $-iS\chi'/(2E)$ and $+iS\chi'/(2E)$. Their difference times $i$ is $S\chi'/E$, so

$$\frac{dX}{d\delta}=-atD\left\langle\frac{S^2}{E^3}\right\rangle .$$

For $n>0$ the inter-orbital part $X$ of the electron centre moves left as the cation moves right. Multiplying by $-2\,d\delta/du=-4nt/a$ gives

$$Z^*=Q+nF,\qquad F=4t^2D\left\langle\frac{\sin^2(ka/2)}{E^3}\right\rangle>0 .$$

The same resting chain can have different exponents $n$. Changing $n$ leaves its electronic ground state and $Q$ untouched but changes $Z^*$. For $n=0$ the hopping ignores the displacement, and $Z^*=Q\le Z_{\rm nom}$. The anomalous part comes from the response of the bonds.

### What moves if the static charges do not?

Inversion turns $u$ into $-u$ and maps each type of site onto itself. Populations are therefore even in $u$ and have no linear change. By continuity, the same number $q$ of electrons crosses every bond to first order.

The shortened right bond passes electrons from the anion to the cation, while an equal number leaves through the lengthened left bond. Electrons thus move left by $d_0-u$ and then by $d_0+u$, a total of $a$. Their negative charge makes the dipole change $+qa$. Equating this to $nFu$ gives

$$q=\frac{nF}{a}\,u .$$

A current flows through the cation without charging it to first order. This also limits one omission of the model: a mean-field site energy depending on site populations gets no linear shift, so it can alter $D$ at rest but adds no linear site-energy term to $Z^*$. Interactions that change the hopping are not covered by this argument.

### Covalency can move the two charges in opposite directions

Set

$$m=\frac{4t^2}{D^2+4t^2},\qquad r=\sqrt{1-m},\qquad \Delta=\sqrt{1-m\sin^2\phi},$$

with $\phi=ka/2$. Replacing $\cos^2\phi$ by $1-\sin^2\phi$ in the band energy gives $E=\sqrt{D^2+4t^2}\,\Delta$ and $D=r\sqrt{D^2+4t^2}$. Define the complete elliptic integrals over $0<\phi<\pi/2$ as $K=\int d\phi/\Delta$ and $\mathcal E=\int\Delta\,d\phi$. Then

$$s=\frac2\pi\,rK .$$

For $F$, direct differentiation gives

$$\frac{d}{d\phi}\frac{\sin\phi\cos\phi}{\Delta}=\frac1m\left(\Delta-\frac{r^2}{\Delta^3}\right).$$

The left side integrates to zero, so $\int d\phi/\Delta^3=\mathcal E/r^2$. Since $\sin^2\phi=(1-\Delta^2)/m$,

$$\int\frac{\sin^2\phi}{\Delta^3}d\phi=\frac1m\left(\frac{\mathcal E}{r^2}-K\right).$$

The prefactor of this integral in $F$ is $(2/\pi)mr$, because $4t^2D=mr(D^2+4t^2)^{3/2}$. Thus

$$F=\frac2\pi\,\frac{\mathcal E-r^2K}{r}.$$

Differentiating the two integrals gives $\mathcal E'=(\mathcal E-K)/(2m)$ and $K'=(\mathcal E-r^2K)/(2mr^2)$. It follows that $(\mathcal E-r^2K)'=K/2$. With $r'=-1/(2r)$,

$$\frac{ds}{dm}=\frac2\pi\frac{\mathcal E-K}{2mr}<0,\qquad
\frac{dF}{dm}=\frac2\pi\frac{\mathcal E}{2r^3}>0 .$$

The first sign follows from $\Delta<1/\Delta$ inside the interval. As $t/D$ grows at fixed $n>0$, the static charge falls and the anomalous term rises.

When does the gain exceed the static loss $1-s$? Both $F/2$ and $1-s$ vanish at $m=0$. The derivative of $F/2-(1-s)$ has the sign of

$$m\mathcal E-2r^2(K-\mathcal E)=(1+r^2)\mathcal E-2r^2K .$$

The Cauchy–Schwarz inequality applied to $\Delta^{1/2}$ and $\Delta^{-3/2}$ gives $K^2\le\mathcal E\,(\mathcal E/r^2)$, so $\mathcal E\ge rK$. The expression above is then at least $rK(1-r)^2>0$. Hence $F/2>1-s$ for $t>0$, and

$$n\ge\tfrac12\quad\Rightarrow\quad Z^*>Z_{\rm nom}>Q .$$

Two limits show the scale. For $t\ll D$, $E\simeq D+2t^2\cos^2(ka/2)/D$. The average of $\sin^2$ or $\cos^2$ is $1/2$, so $1-s\simeq t^2/D^2$ and $F\simeq2t^2/D^2$:

$$Z^*-Z_{\rm nom}\simeq(2n-1)\frac{t^2}{D^2}.$$

With $n<1/2$, weak hybridisation therefore leaves $Z^*$ below the nominal value.

For $D\to0$, $\mathcal E\to1$, $r^2K\to0$ and $r\simeq D/(2t)$. Then $nF\simeq4nt/(\pi D)$, while $Q\to Z_{\rm nom}-1$. The growing derivative applies over a shrinking range. At $k=\pi/a$ the displaced gap is $2\sqrt{D^2+4\delta^2}$, so linear response requires $2|\delta|\ll D$, or $|u|\ll aD/(4nt)$. The hopping must also stay linear in $u$, which needs $|u|\ll d_0/(n+1)$; for small $t/D$ this second condition is the stricter one.

### A worked chain

Take round model parameters: $a=4$ Å, $D=2$ eV, $t=1$ eV, $n=3.5$ and $Z_{\rm nom}=2$. They give $m=0.5$, $s=0.8346$ and $F=0.3814$. Therefore

$$Q=2-(1-0.8346)=1.835,$$
$$Z^*=1.8346+3.5\times0.3814=3.17 .$$

The cation holds $0.165$ electrons more than in the fully ionic picture, yet its Born charge exceeds the valence by $1.17$. Wannier centres calculated from the displaced Bloch states and dipoles of open chains both give $3.1695$. With $n=0$ the Born charge drops to $1.8346$, the static value. Displacing the anion instead gives $-3.1695$, as neutrality requires.

The predicted bond transfer is $1.3348/4=0.334$ electrons/Å. Counting electrons on one side of two successive bonds in an open chain gives the same value for both.

At $u=0.05$ Å, well below both $aD/(4nt)=0.57$ Å and $d_0/(n+1)=0.44$ Å, the linear law sends $0.0167$ electrons across each bond. The cation population changes by only $0.0026$, a second-order effect. The dipole change divided by $u$ is $3.1705$, close to the linear $3.1695$.

At fixed $n=3.5$, the trend with covalency is:

| $t/D$ | $Q$ | $Z^*$ |
|---|---|---|
| 0.10 | 1.9902 | 2.0592 |
| 0.50 | 1.8346 | 3.1695 |
| 2.00 | 1.4370 | 9.7273 |

The last row has the largest Born charge and the smallest static charge. For $n=0.4$ and $t/D=0.1$, the Born charge is $1.998$, below the valence, as the weak-hybridisation law predicts.

### Which charge enters the permittivity?

Let $f$ be the macroscopic field along the chain and $\kappa$ the total force constant per cell at $f=0$. To second order, the energy per cell is

$$W=\tfrac12\kappa u^2-Z^*uf-\tfrac12\alpha f^2 .$$

The mixed term contains $Z^*$ because the dipole is $-\partial W/\partial f$ and its derivative with respect to $u$ is the Born charge. Minimising over $u$ gives $u=Z^*f/\kappa$. The dipole is then

$$p=\left(\alpha+\frac{(Z^*)^2}{\kappa}\right)f .$$

The clamped-ion polarisability $\alpha$ follows from the position element $i\,b_+^\dagger\partial_kb_-=-i\chi'/2$. Two electrons and an excitation energy $2E$ give a second-order energy $-f^2\langle\chi'^2/(4E)\rangle$. Equating this to $-\alpha f^2/2$,

$$\alpha=\left\langle\frac{\chi'^2}{2E}\right\rangle=\frac{a^2t^2D^2}{2}\left\langle\frac{\sin^2(ka/2)}{E^5}\right\rangle .$$

For cell volume $V$, with coupling between chains kept only through the macroscopic field,

$$\varepsilon_{\rm el}=1+\frac{e^2\alpha}{\varepsilon_0V},\qquad
\varepsilon_{\rm ion}=\frac{e^2(Z^*)^2}{\varepsilon_0V\kappa}.$$

Choose $V=40$ Å$^3$ and $\kappa=5$ eV/Å$^2$, and use $e^2/\varepsilon_0=180.95$ eV Å. With $\alpha=0.3298$ Å$^2$/eV in units of $e^2$,

$$\varepsilon_{\rm el}=1+\frac{180.95\times0.3298}{40}=2.49,$$
$$\varepsilon_{\rm ion}=\frac{180.95\times3.1695^2}{40\times5}=9.09 .$$

The static permittivity is $11.58$. Inserting $Q$ would give an ionic part of $3.05$, and inserting $Z_{\rm nom}$ would give $3.62$. As a direct test, open chains whose cation displacement relaxes in a finite field have a total polarisability of $2.338$ Å$^2$/eV, against $2.339$ from $\alpha+(Z^*)^2/\kappa$.

The force constant also depends on hybridisation. Write $t_{1,2}=t\pm\tau_1u+\tfrac12\tau_2u^2$, with $\tau_1=nt/d_0$ and $\tau_2=n(n+1)t/d_0^2$. The squared band energy is $D^2+t_1^2+t_2^2+2t_1t_2\cos ka$. Its change is

$$4u^2\left[\tau_1^2\sin^2(ka/2)+t\tau_2\cos^2(ka/2)\right].$$

Dividing by $2E$ gives the change in $E$. Two electrons in the lower band contribute minus twice that change, which must equal $\kappa_{\rm el}u^2/2$:

$$\kappa_{\rm el}=-8\left\langle\frac{\tau_1^2\sin^2(ka/2)+t\tau_2\cos^2(ka/2)}{E}\right\rangle .$$

Here it is $-11.56$ eV/Å$^2$, so the remaining lattice forces must supply $+16.56$ to leave $\kappa=5$. The first-order hopping change that drives the bond current accounts for $-5.55$ of the electronic part. As $\kappa$ approaches zero from above, the zero-field permittivity of this classical model diverges, while the range of fields with a linear response shrinks. Outside that range higher powers of $u$ are needed. The force constants here describe small displacements only. If the remaining forces were exactly harmonic, the energy at $u=0.6$ Å would already lie below its value at rest, so a stable lattice needs a stiffer repulsion at large $u$.

For a real oxide, more orbitals, interatomic dipole elements and electronic self-consistency can change the numbers, and the Born charge becomes a tensor. The counterexample still settles the inference: a Born charge above the valence does not by itself show excess static ionicity. The numerical output below gives the remaining scan values and checks of the limits.

## Computed values

```
Period a = 4.0 angstrom, bond length d0 = 2.0 angstrom
Half splitting D = 2.0 eV, hopping t = 1.0 eV, exponent n = 3.5
Band gap at rest = 4.000 eV
Elliptic parameter m = 0.5000
Mean polarity s = 0.8346, hybridisation function F = 0.3814
Cation population at rest = 0.1654 electrons
Nominal charge Z_nom = 2.0000 e
Static charge Q = 1.8346 e
Dynamical term n F = 1.3348 e
Born charge, formula = 3.1695 e
Born charge, Wilson loop = 3.1695 e
Born charge, open chains = 3.1695 e
Born charge with fixed hopping (n = 0) = 1.8346 e
Born charge of the anion = -3.1695 e
Bond transfer n F / a = 0.3337 electrons/angstrom
Bond transfer counted, two bonds = 0.3337, 0.3337 electrons/angstrom
Finite displacement u = 0.05 angstrom
  change of cation population = 0.00258 electrons
  electrons crossing a bond, linear law = 0.01669
  dipole change per cell = 0.15852 e angstrom
  dipole change / u = 3.1705 e
Scan at n = 3.5: t/D, static charge (e), Born charge (e)
  0.10  1.9902  2.0592
  0.25  1.9450  2.3469
  0.50  1.8346  3.1695
  1.00  1.6426  5.2650
  2.00  1.4370  9.7273
Born charge at n = 0.4, t/D = 0.1: 1.99810 e
Weak limit t/D = 0.03: Z*-Z_nom = 0.005393 e, law 0.005400 e
Small-gap limit t/D = 20: Z*-Q = 88.994 e, law 89.127 e
Cell volume = 40.0 angstrom^3, e^2/eps0 = 180.951 eV angstrom
Total force constant K_tot = 5.000 eV/angstrom^2
Electronic force constant K_el = -11.559 eV/angstrom^2
  part from first-order hopping change = -5.552 eV/angstrom^2
Bare force constant K_bare = 16.559 eV/angstrom^2
Clamped-ion polarisability = 0.3298 e^2 angstrom^2/eV
Lattice polarisability = 2.0091 e^2 angstrom^2/eV
Sum = 2.3389 e^2 angstrom^2/eV
Relaxed open chain in a field = 2.3381 e^2 angstrom^2/eV
Electronic permittivity = 2.492
Ionic contribution with Born charge = 9.089
Static permittivity = 11.581
Ionic contribution if Q is inserted (wrong) = 3.045
Ionic contribution if Z_nom is inserted (wrong) = 3.619
```
